Embedding Self-Energy of an Eliminated Contact and the Exact Retarded Green Function

**Definitions and conventions**

An independent electron moves on a lattice with an orthonormal site basis and a bounded Hermitian Hamiltonian H. The sites are divided into a finite retained block D and a contact C, which may be infinite. In block form

H = [ H_D  V ; V†  H_C ],   (1)

where V contains the matrix elements from C to D. C may consist of several pieces, such as a metal and a bulk semiconductor on opposite sides of D. The retarded Green function in time is −(i/ħ)θ(τ)exp(−iHτ/ħ). Multiplying by exp(izτ/ħ), with z = E + iη and η > 0, and integrating over τ gives

G(z) = (z − H)⁻¹.   (2)

The factor exp(−ητ/ħ) makes the integral converge. The retarded function at real energy is the limit η → 0⁺. The subscript DD denotes the block of G with both indices in D.

**Elimination of the contact**

The D columns of (z − H)G = 1 give two equations:

(z − H_D)G_DD − V G_CD = 1,   (3)
(z − H_C)G_CD − V†G_DD = 0.   (4)

H_C is Hermitian and η > 0, so z − H_C has an inverse, g(z) = (z − H_C)⁻¹. This is the Green function of the contact disconnected from D. Equation (4) then gives

G_CD = g V†G_DD.   (5)

Inserting (5) into (3) gives (z − H_D − V g V†)G_DD = 1, and therefore

G_DD(z) = [z − H_D − Σ(z)]⁻¹,  Σ(z) = V g(z) V†.   (6)

No power of V has been dropped. Read from right to left, Σ takes the electron from D into the contact, lets it propagate there without returning, and brings it back. The inverse in (6) sums any number of such excursions.

The inverse must also be shown to exist. Since g⁻¹ − (g†)⁻¹ = z − z* = 2iη,

g − g† = g[(g†)⁻¹ − g⁻¹]g† = −2iη g g†.   (7)

The broadening matrix is therefore non-negative:

Γ = i(Σ − Σ†) = 2η V g g†V† ≥ 0.   (8)

Let M = z − H_D − Σ. The anti-Hermitian part of Σ is −iΓ/2, so for any vector ψ in D

Im⟨ψ|Mψ⟩ = η⟨ψ|ψ⟩ + ½⟨ψ|Γψ⟩ ≥ η⟨ψ|ψ⟩.   (9)

Hence Mψ = 0 only for ψ = 0. As D is finite, M is invertible, and ‖M⁻¹‖ ≤ 1/η. The self-energy is also unique: any matrix that reproduces G_DD(z) through (6) must equal z − H_D − G_DD(z)⁻¹.

As a numerical check, a random Hermitian matrix of 12 states was reduced to 3 at z = 0.3 + 0.05i eV. The result of (6) agreed with the spectral sum over all 12 eigenstates to a relative error of 3.5×10⁻¹⁵. Here and below, the relative error of a matrix is the Frobenius norm of its difference from a reference matrix, divided by the norm of the reference; here the reference is the spectral sum.

**What the self-energy carries**

The step used in (7), applied to G_DD = M⁻¹, gives

i(G_DD − G_DD†) = iG_DD(M† − M)G_DD†.

Here M† − M = −2iη + Σ − Σ† = −i(2η + Γ), so

i(G_DD − G_DD†) = G_DD(Γ + 2η)G_DD†.   (10)

The left side is 2π times the spectral density in D. Where both Γ and G_DD have finite limits as η → 0⁺, the 2η term vanishes and states entering from the contact supply the whole density.

In time, the energy dependence of Σ becomes memory. Let U(τ) = exp(−iHτ/ħ). Its D columns obey

iħ dU_DD/dτ = H_D U_DD + V U_CD,
iħ dU_CD/dτ = H_C U_CD + V†U_DD,  U_CD(0) = 0.

Solving the second equation with its source and substituting into the first gives

iħ dU_DD/dτ = H_D U_DD − (i/ħ)∫₀^τ ds V exp[−iH_C(τ−s)/ħ]V†U_DD(s).   (11)

The present change in D depends on what entered the contact earlier.

The contact's own Green function can be rebuilt. The C columns of (2) give (z − H_D)G_DC = V G_CC and G_CC = g + gV†G_DC. Substituting the second into the first gives M G_DC = V g, so G_DC = G_DD V g and

G_CC = g + gV†G_DD V g.   (12)

This requires g and V as well as G_DD.

The slope of Σ measures the probability held outside D. Take a normalizable eigenstate with energy E outside the spectrum of H_C and a nonzero part in D. Scale that part to a unit vector u. The C row of the eigenvalue equation gives the contact part χ = (E − H_C)⁻¹V†u. Its squared norm is u†V(E − H_C)⁻²V†u = −u†Σ′(E)u, where the prime denotes d/dE. The fraction of probability in D is therefore

w_D = 1/[1 − u†Σ′(E)u].   (13)

If E lies at least Δ from every contact level, then ‖Σ′‖ ≤ ‖V‖²/Δ². For ‖V‖ ≪ Δ the contact holds little probability, and Σ may be treated as constant over an energy range much smaller than Δ. Near contact levels, or near a band edge, that simplification can fail.

**A uniform chain, finite and infinite**

Let the contact be a chain with spacing a, hopping −t with t > 0, and site energy E_b + 2t. Its band is

E = E_b + 2t(1 − cos ka).   (14)

Removing the end site of a semi-infinite chain leaves an identical chain. The end-site Green function is thus 1/(z − E_b − 2t − Σ), and coupling it to D with the same hopping gives

Σ = t²/(z − E_b − 2t − Σ).   (15)

Put Σ = −tλ. Then (15) becomes

z − E_b − 2t = −t(λ + 1/λ).   (16)

The two roots have product one. Neither can have modulus one when η > 0, because λ + 1/λ would then be real. At large |z| the definition (6) requires Σ → 0, which selects the root with |λ| < 1. By continuity this root holds throughout the upper half-plane. For E inside the band, k(E + iη) ≈ k + iη/(dE/dk). The decaying root therefore has dE/dk > 0, that is 0 < ka < π:

Σ(E) = −t exp(ika),  Γ(E) = 2t sin ka = ħv/a.   (17)

The last equality uses ħv = dE/dk = 2ta sin ka. Thus Γ/ħ is the rate v/a at which an electron crosses one lattice spacing.

A chain of N sites behaves differently. Write λ = exp(iq), so that z − E_b − 2t = −2t cos q. Its self-energy is

Σ_N = −t sin(Nq)/sin[(N+1)q].   (18)

For N = 1 this is −t/(2cos q) = t²/(z − E_b − 2t), as required. Adding a site gives Σ_(N+1) = t²/(−2t cos q − Σ_N). The identity 2cos q sin[(N+1)q] − sin(Nq) = sin[(N+2)q] turns this into (18) with N replaced by N + 1, which completes the induction.

At a real energy in the band, q is real and so is Σ_N, apart from its poles. A finite contact therefore gives no steady escape. Written with λ,

Σ_N = −tλ(1 − λ^(2N))/(1 − λ^(2N+2)),   (19)

which approaches (17) when |λ|^(2N) ≪ 1. For small η and contact length L = Na,

|λ|^(2N) ≈ exp(−2ηL/ħv).   (20)

This is the attenuation over a round trip to the far end. The contact must be made infinite before η goes to zero. Even then, G_DD has no finite limit at the energy of a bound state with weight in D, and a singular band edge needs separate treatment.

**Transmission from the retained block**

Let D lie between two such chains, M on the left and S on the right, with equal spacing. Number the first site of D as 0. In the disconnected left chain, j ≤ −1, the function

χ_j = exp(ikja) − exp(−ikja)

solves the Schrödinger equation and vanishes at j = 0. It contains an incoming wave of unit amplitude. The full scattering state in C is χ + gV†ψ_D, where the retarded g adds outgoing waves. The D row of the Schrödinger equation then reads (E − H_D − Σ)ψ_D = Vχ. The source acts on site 0 alone:

(Vχ)₀ = −t_M χ₋₁ = −t_M[exp(−ika) − exp(ika)] = 2i t_M sin ka = iΓ_M.   (21)

Hence ψ_last = iΓ_M G_last,first. In the right chain the wave continues with constant modulus, since each site multiplies it by exp(ika). Flux is velocity times squared modulus, and by (17) the velocity ratio is Γ_S/Γ_M. The transmission is

T = (Γ_S/Γ_M)|ψ_last|² = Γ_M Γ_S |G_last,first|².   (22)

**Metal contact to heavily doped silicon**

The example uses rough values for a metal on n-type silicon: barrier φ_B = 0.5 eV, doping n = 10²⁰ cm⁻³ = 0.1 nm⁻³, relative permittivity ε = 11.7, and normal mass 0.19 m. The metal is a free-mass band filled to a depth of 5 eV. The Fermi energy is zero, and the transverse momentum is zero.

Six silicon valleys with density-of-states mass (0.19²×0.92)^(1/3) m = 0.321 m share the electrons. With ħ²/2m = 0.0381 eV nm², the zero-temperature Fermi energy above the silicon band edge is

ζ = (0.0381/0.321)(3π²×0.1/6)^(2/3) = 0.074 eV.   (23)

In the depletion layer the electron potential energy obeys U″ = 4πe²n/ε in Gaussian units. With zero slope at the layer's inner edge W, U = −ζ + (2πe²n/ε)(W − x)². Setting U(0) = φ_B, with e² = 1.44 eV nm, gives

W = [ε(φ_B + ζ)/(2πe²n)]^(1/2) = [11.7×0.574/(2π×1.44×0.1)]^(1/2) = 2.72 nm.   (24)

The spacing is a = 0.05 nm. The hoppings ħ²/(2m*a²), with m* the local mass, are 15.24 eV in the metal and 80.21 eV in silicon. The interface bond uses the mean of the two masses and has hopping 25.61 eV. Each site energy is U plus the two adjoining hoppings. D contains one metal site and 55 silicon sites; both semi-infinite remainders are eliminated.

In the metal cos ka = 1 − 5/(2×15.24) = 0.836, and (17) gives Σ_M = −12.74 − 8.36i eV. The silicon value is Σ_S = −80.17 − 2.44i eV. Hence Γ_M = 16.73 eV and Γ_S = 4.87 eV. These large values reflect the fine lattice, since Γ = ħv/a; they are not widths of physical levels. With |G_last,first| = 0.03206 eV⁻¹,

T = 16.73×4.87×(0.03206)² = 0.084.   (25)

Direct wave matching on the same lattice gives the same T to the printed digits. Halving a changes T from 0.0838 to 0.0851, so the printed digits of T belong to this lattice and not to the continuum limit, which is 0.0855. The other transmissions quoted below are also lattice values and shift by up to about 4% in that limit.

The round-trip estimate can be compared with explicit finite contacts at η = 0.02 eV. For 5, 50 and 600 nm on each side, the relative errors in G_DD, with the infinite-contact result at the same η as reference, are 0.58, 0.024 and 1.0×10⁻¹³. In the metal ħv = 16.73×0.05 = 0.84 eV nm, so (20) gives about 0.8, 0.09 and 3×10⁻¹³. Each estimate lies within a factor of four of the error. The estimate counts the metal only, which dominates at 50 and 600 nm. At 5 nm the condition |λ|^(2N) ≪ 1 is not met, and the finite silicon contact contributes as much as the metal: each alone gives an error of about 0.4. At 600 nm rounding contributes a few per cent of the error.

On this lattice the local density of states per spin is 0.49 (eV nm)⁻¹ both at the first silicon site and at x = 1.375 nm. By (10), 97% of it is fed by the metal at the first point and 14% at the second. Nothing derived here requires the two totals to agree. The second point is still classically forbidden, because U = 0 is reached at x = W[1 − (0.074/0.574)^(1/2)] = 1.75 nm.

Freezing both self-energies at the Fermi energy gives T = 0.253 at E = 0.1 eV, whereas the energy-dependent result is 0.193. With the energy-dependent G_DD as reference, the relative error of the frozen one is 42%. These frozen values depend on where D ends: extending D by 0.5 to 3 nm into neutral silicon leaves 0.193 unchanged but moves the frozen T between about 0.14 and 0.28. Freezing the metal self-energy alone gives 0.195. Near its band edge Γ_S varies as (E + ζ)^(1/2), so it grows by (0.174/0.074)^(1/2) = 1.53 over this interval, while Γ_M changes by about 1%. The silicon contact is therefore the poor candidate for a constant self-energy.

**Comparison with a real contact**

The barrier and doping are plausible for a heavily doped contact, but a free-mass band is only a crude model of a real contact metal. Real devices also break several assumptions about silicon and its interface. The changes below are made one at a time, with the other inputs held fixed, and are relative to T = 0.084.

- Adding the image energy −e²/(4εx) at the silicon sites of D raises T to about 0.15. The short-distance cutoff is here the first site at x = 0.025 nm, well below atomic size. For cutoffs from 0.005 to 0.3 nm the result falls from about 0.16 to between 0.12 and 0.13, depending on the form of the cutoff.
- For a (001) silicon interface, the valleys with normal mass 0.92 m give 8.8×10⁻⁴. For the light valleys, the transverse momentum of the valley centre leaves 1.31 eV of normal energy in the metal and gives 0.096.
- Putting half of ζ into transverse motion in silicon lowers T to 0.050. Thermal averaging at 300 K, still at zero transverse momentum and with ζ kept at its zero-temperature value, gives 0.086. At 300 K and fixed doping ζ falls to about 0.065 eV; with that value, and W recalculated, the thermal average lies about 2% below the zero-temperature T, so the two effects roughly cancel.
- Halving the doping gives 0.017 and doubling it gives 0.231, with ζ and W recalculated. The mean dopant spacing, 2.15 nm, is comparable with W, so a uniform charge density is a weak assumption.
- A semiclassical estimate with two-band decay multiplies T by 1.56 if the gap is set to 1.1 eV. That indirect gap does not govern the light valleys: at their transverse momentum the direct gap is about 4 eV, and an empirical-pseudopotential complex band structure of silicon gives a factor of only about 1.08. The same kind of semiclassical estimate gives a factor of 0.82 for electrons in the soft depletion edge; solving the Schrödinger equation in the Thomas–Fermi potential gives 0.74. The semiclassical factors include only the change in the tunnelling exponent, not in the prefactor.

These factors need not combine by multiplication. The value 0.084 thus belongs to one channel of this model; a measured contact resistivity would require a sum over valleys and transverse momenta, with a realistic interface. None of these limitations affects (6): a better independent-electron Hamiltonian changes H_D, V and H_C, and the elimination remains exact for it. The full numerical output follows.

Numbers as computed

```
Random blocks: G_DD relative error = 3.5e-15
Random blocks: memory equation error = 9.1e-15
Eigenstate D weight, direct = 0.526278
Eigenstate D weight, Sigma slope = 0.526278
hbar^2/2m = 0.038100 eV nm^2
e^2 (Gaussian) = 1.439965 eV nm
Barrier = 0.50 eV; permittivity = 11.7
Doping = 1.0e+20 cm^-3
Silicon normal mass = 0.19 m
Metal filled depth = 5.00 eV
Silicon Fermi depth = 0.0740 eV
Depletion width = 2.7245 nm
Lattice spacing = 0.050 nm
Retained sites = 56
Metal hopping = 15.2399 eV
Silicon hopping = 80.2101 eV
Interface hopping = 25.6133 eV
Sigma metal = -12.7399 -8.3636i eV
Sigma silicon = -80.1731 -2.4363i eV
Gamma metal = 16.7272 eV; silicon = 4.8726 eV
Explicit-chain test eta = 0.020 eV
Each contact 5 nm: G_DD error = 5.80e-01
Each contact 50 nm: G_DD error = 2.36e-02
Each contact 600 nm: G_DD error = 9.99e-14
G_DD change, eta 1e-6 eV to 0 = 6.7e-06
|G_last,first| = 0.032056 1/eV
T at Fermi energy, embedding = 0.083752
T at Fermi energy, wave matching = 0.083752
LDOS/spin, first Si site (x=0.025 nm) = 0.48892 1/(eV nm)
  fraction fed by metal = 0.9700
LDOS/spin, mid-depletion (x=1.375 nm) = 0.48919 1/(eV nm)
  fraction fed by metal = 0.1353
T at +0.1 eV, exact Sigma = 0.193001
T at +0.1 eV, frozen Sigma = 0.252727
G_DD error from frozen Sigma = 0.4186
T with image force = 0.149043
T with heavy mass 0.92 m = 8.799e-04
Metal normal energy, light valleys = 1.314 eV
T with that metal normal energy = 0.096052
T, half Si Fermi depth transverse = 0.050233
Thermal mean T at 300 K = 0.086085
T at half doping = 0.017456; double = 0.230751
Mean dopant spacing = 2.154 nm
Semiclassical exponent = 3.3016
Two-band factor on T (gap 1.1 eV) = 1.559
Soft-edge factor on T = 0.817
T with lattice spacing halved = 0.085051
```
